# Phonon-assisted optical absorption at an indirect gap, part 1

(Sections cited here and not found follow in the later parts.)

A model semiconductor with an indirect gap of 1.00 eV and a single 40 meV phonon has an absorption coefficient of 0.041 cm⁻¹ for 1.00 eV photons at 300 K and 0.00037 cm⁻¹ at 77 K, a drop by a factor of about 112. For 1.20 eV photons the same cooling takes the absorption from 4.3 cm⁻¹ to 2.3 cm⁻¹, less than a factor of two. At 0.95 eV it vanishes at both temperatures, and at 1.00 eV it does not, although a photon with exactly the gap energy has nothing left to give the electron and hole. The gap, the masses and the couplings are held fixed, so the whole temperature dependence has to come from the lattice, and it has to act in two different ways at two photon energies only 0.2 eV apart. The numbers come from the numerical check, which also runs the numerical tests quoted along the way.

## Entry 1. The Hamiltonian, and why first order gives nothing

The units are SI, with energies quoted in eV and absorption coefficients in cm⁻¹. The crystal has \(N\) cells of volume \(V_{\rm cell}\). The electrons are independent particles in Bloch states \(|n\mathbf k\rangle\) of energy \(\varepsilon_{n\mathbf k}\), moving in a local potential, and the phonons are harmonic:

\[
H_0=\sum_{n\mathbf k}\varepsilon_{n\mathbf k}\,c^\dagger_{n\mathbf k}c_{n\mathbf k}+\sum_{\mathbf q\nu}\hbar\Omega_{\mathbf q\nu}\,b^\dagger_{\mathbf q\nu}b_{\mathbf q\nu}.
\]

Electron-hole attraction is absent from \(H_0\); Entry 10 returns to this. Spin is a spectator and supplies a factor \(g_s=2\) at the end.

The light is a classical, linearly polarized field in the dipole approximation, \(\mathbf A(t)=A_0\hat{\mathbf e}\cos\omega t\), with \(\hat{\mathbf e}\) real and \(\mathbf A\) the macroscopic field inside the crystal (local-field corrections are neglected). For an electron of charge \(-e\),

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m_e}=\frac{p^2}{2m_e}+e\mathbf A\cdot\mathbf v+\frac{e^2A^2}{2m_e},\qquad \mathbf v=\frac{\mathbf p}{m_e}.
\]

The last term is a number, not an operator, because \(\mathbf A\) does not depend on position; it changes the phase of every state alike and causes no transition. The middle term commutes with lattice translations, so it conserves \(\mathbf k\). Writing \(\cos\omega t=\tfrac12(e^{-i\omega t}+e^{i\omega t})\),

\[
H_L(t)=L\,e^{-i\omega t}+L\,e^{i\omega t},\qquad L=\frac{eA_0}{2}\sum_{mn\mathbf k}v_{mn}(\mathbf k)\,c^\dagger_{m\mathbf k}c_{n\mathbf k},
\]

with \(v_{mn}(\mathbf k)=\langle m\mathbf k|\hat{\mathbf e}\cdot\mathbf v|n\mathbf k\rangle\), a Hermitian matrix, so that \(L=L^\dagger\).

The electron-phonon coupling is kept to first order in the displacements:

\[
H_{ep}=\frac{1}{\sqrt N}\sum_{mn\mathbf k\mathbf q\nu}g^\nu_{mn}(\mathbf k,\mathbf q)\,c^\dagger_{m,\mathbf k+\mathbf q}c_{n\mathbf k}\,\bigl(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\bigr).
\]

Here \(g\) has the dimension of energy and does not depend on \(N\), and Hermiticity requires \(g^\nu_{mn}(\mathbf k,\mathbf q)^*=g^\nu_{nm}(\mathbf k+\mathbf q,-\mathbf q)\). The electron gains crystal momentum \(\mathbf q\) either by absorbing a phonon \(\mathbf q\) or by emitting a phonon \(-\mathbf q\). Time-reversal symmetry gives \(\Omega_{-\mathbf q\nu}=\Omega_{\mathbf q\nu}\). Terms quadratic in the displacements change the phonon number by zero or two and do not enter a one-phonon amplitude at leading order.

The initial state has filled valence bands and empty conduction bands. The valence maximum and the conduction minimum lie at different wave vectors, separated in energy by \(E_g\), and \(\hbar\omega\) is taken below every direct gap. Then \(H_L\) alone connects the initial state only to vertical pairs, none of which has energy \(\hbar\omega\), and \(H_{ep}\) alone supplies the momentum but only \(\hbar\Omega\ll E_g\) of energy. The first-order golden rule gives zero for both. The lowest contribution linear in the light intensity has one factor of each. Two factors of \(H_L\) give vertical two-photon absorption, which is quadratic in the intensity, needs \(2\hbar\omega\) to reach a direct gap, and is not treated here.

## Entry 2. The simplest case: a transition through intermediate states

Take any \(H_0\) with eigenstates \(|n\rangle\) and energies \(E_n\), and a static perturbation switched on slowly, \(V e^{\eta t}\) with \(\eta\to0^+\). Write the state as \(\sum_n a_n(t)e^{-iE_nt/\hbar}|n\rangle\). The Schrödinger equation becomes

\[
i\hbar\,\dot a_n=\sum_m V_{nm}\,e^{i\omega_{nm}t+\eta t}\,a_m,\qquad \hbar\omega_{nm}=E_n-E_m .
\]

At \(t=-\infty\) the system is in \(|i\rangle\). In first order set \(a_m=\delta_{mi}\) on the right and integrate from \(-\infty\), where the factor \(e^{\eta t}\) kills the lower limit:

\[
a_I^{(1)}(t)=\frac{V_{Ii}\,e^{i\omega_{Ii}t+\eta t}}{i\hbar(i\omega_{Ii}+\eta)}=\frac{V_{Ii}\,e^{i\omega_{Ii}t+\eta t}}{E_i-E_I+i\hbar\eta}.
\]

Insert this on the right for a final state with \(V_{fi}=0\). The phases combine as \(\omega_{fI}+\omega_{Ii}=\omega_{fi}\), so

\[
i\hbar\,\dot a_f^{(2)}=M\,e^{i\omega_{fi}t+2\eta t},\qquad M=\sum_I\frac{V_{fI}V_{Ii}}{E_i-E_I+i\hbar\eta}.
\]

A second integration of the same kind gives \(a_f^{(2)}=M e^{i\omega_{fi}t+2\eta t}/(E_i-E_f+2i\hbar\eta)\), and therefore

\[
\frac{d|a_f|^2}{dt}=\frac{4\eta\,|M|^2e^{4\eta t}}{(E_f-E_i)^2+(2\hbar\eta)^2}.
\]

With \(\gamma=2\hbar\eta\) the prefactor \(4\eta\) is \(2\gamma/\hbar\), and \(\gamma/(x^2+\gamma^2)\to\pi\delta(x)\) as \(\gamma\to0\). The rate is

\[
w_{i\to f}=\frac{2\pi}{\hbar}|M|^2\,\delta(E_f-E_i),\qquad M=\sum_I\frac{V_{fI}V_{Ii}}{E_i-E_I}.
\]

The \(i\hbar\eta\) was dropped from \(M\), which is allowed only when no intermediate state that couples to both ends has \(E_I=E_i\). Energy is conserved between the first and last state and not in between. The paths are summed in \(M\) before the modulus is squared.

The oscillating light field changes one thing. With \(V(t)=H_{ep}+Le^{-i\omega t}+Le^{i\omega t}\), each second-order term carries a net time factor \(1\), \(e^{\mp i\omega t}\) or \(e^{\mp2i\omega t}\), and each net factor produces its own delta function; cross terms between different net factors oscillate and average to zero. One-photon absorption is the set of terms with net factor \(e^{-i\omega t}\): one \(L e^{-i\omega t}\) and one \(H_{ep}\). If \(L\) acts in the first integration, \(\omega_{Ii}\) is replaced there by \(\omega_{Ii}-\omega\), and the denominator is \(E_i+\hbar\omega-E_I\). If \(H_{ep}\) acts first, the denominator stays \(E_i-E_I\). In the second integration both orders have the phase \(\omega_{fi}-\omega\). Hence

\[
w_{i\to f}=\frac{2\pi}{\hbar}|M|^2\delta(E_f-E_i-\hbar\omega),
\]
\[
M=\sum_I\frac{\langle f|H_{ep}|I\rangle\langle I|L|i\rangle}{E_i+\hbar\omega-E_I}+\sum_I\frac{\langle f|L|I\rangle\langle I|H_{ep}|i\rangle}{E_i-E_I},
\]

where the energies contain electrons and phonons.

*Test.* The program takes one level coupled to two intermediate levels at energies 1.0 and 1.6 above it, each coupled to a band of 1200 closely spaced final levels, diagonalizes the whole matrix and fits the decay of the survival probability. The two path amplitudes are proportional to \(-0.05\) and \(+0.02\). The coherent rule gives a rate proportional to \(0.03^2\), and a sum of squared paths would give \(0.05^2+0.02^2\), larger by 3.2. The exact rate is 0.986 of the coherent value and 0.306 of the incoherent one. The assertions demand agreement with the first to 3% and disagreement with the second by more than 50%. The exact rate lies 1.4% below the coherent value; the golden rule is only the leading order in the couplings and assumes an unbounded band, and the size of this remainder is not analysed here.

## Entry 3. The phonon factors

For one mode, \(b|n\rangle=\sqrt n\,|n-1\rangle\) and \(b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\). These follow from \([b,b^\dagger]=1\): the squared norms are \(\langle n|b^\dagger b|n\rangle=n\) and \(\langle n|bb^\dagger|n\rangle=n+1\), and the commutator shows that the operators lower and raise the number by one. \(H_{ep}\) appears exactly once in every term of \(M\), so the final state differs from the initial one by one phonon, and for a given final state the same boson element multiplies every path. For an electron momentum transfer \(\mathbf q\) there are two distinct final states:

- phonon absorption (upper sign throughout): mode \(\mathbf q\) loses a quantum, factor \(B_+=\sqrt{n_{\mathbf q}}\), phonon energy change \(-\hbar\Omega\);
- phonon emission (lower sign): mode \(-\mathbf q\) gains a quantum, factor \(B_-=\sqrt{n_{-\mathbf q}+1}\), phonon energy change \(+\hbar\Omega\).

They are orthogonal, so their rates add without interference. The same holds for different branches \(\nu\); the branch label is suppressed until the final sum. With \(\mathbf k'=\mathbf k+\mathbf q\) and the electron taken from \(v\mathbf k\) to \(c\mathbf k'\), energy conservation reads

\[
\varepsilon_{c\mathbf k'}-\varepsilon_{v\mathbf k}=\hbar\omega\pm\hbar\Omega .
\]

This relation is called "on shell" below.

## Entry 4. One electron in an otherwise empty crystal

Suppose first that the crystal contains a single electron, in \(v\mathbf k\), so that no state is blocked.

Photon first: \(L\) takes the electron to \(m\mathbf k\) with element \((eA_0/2)v_{mv}(\mathbf k)\). The phonons are untouched, so \(E_i+\hbar\omega-E_I=\varepsilon_{v\mathbf k}+\hbar\omega-\varepsilon_{m\mathbf k}\). Then \(H_{ep}\) takes \(m\mathbf k\) to \(c\mathbf k'\) with element \(N^{-1/2}B_\pm g_{cm}(\mathbf k,\mathbf q)\).

Phonon first: \(H_{ep}\) takes \(v\mathbf k\) to \(m\mathbf k'\) with element \(N^{-1/2}B_\pm g_{mv}(\mathbf k,\mathbf q)\). For absorption the intermediate state has one phonon fewer, which lowers \(E_I\) by \(\hbar\Omega\), and for emission one more, so \(E_i-E_I=\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{m\mathbf k'}\). Then \(L\) takes \(m\mathbf k'\) to \(c\mathbf k'\).

Together, \(M=(eA_0/2)\,N^{-1/2}B_\pm S_\pm\) with

\[
S_\pm=\sum_m\frac{g_{cm}(\mathbf k,\mathbf q)\,v_{mv}(\mathbf k)}{\varepsilon_{v\mathbf k}+\hbar\omega-\varepsilon_{m\mathbf k}}+\sum_m\frac{v_{cm}(\mathbf k')\,g_{mv}(\mathbf k,\mathbf q)}{\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{m\mathbf k'}} .
\]

\(S_\pm\) is a velocity. It plays the part that \(v_{cv}\) plays in direct absorption, reduced by the ratio of \(g\) to an energy denominator. For the lone electron \(m\) runs over all bands. In the real crystal the valence bands are full, and a path \(v\mathbf k\to m\mathbf k'\) into an occupied state is forbidden by the Pauli principle, so the range of \(m\) has to be found again.

## Entry 5. The filled valence bands

Let \(|0\rangle\) be the determinant of filled states and \(|f\rangle=c^\dagger_{c\mathbf k'}c_{v\mathbf k}|0\rangle\) the electronic part of the final state. Letters \(j\) denote occupied bands and \(m\) empty ones. The common factor \((eA_0/2)N^{-1/2}B_\pm\) is left out. The final phonon state fixes which mode acts, so the only relevant part of \(H_{ep}\) moves an electron from some \(\mathbf p\) to \(\mathbf p+\mathbf q\).

Both perturbations are one-body operators. The first one, acting on \(|0\rangle\), creates one electron-hole pair, or returns \(|0\rangle\) through its diagonal elements; \(H_{ep}\) with \(\mathbf q\ne0\) has none. The second one moves a single electron, so the intermediate pair must share its hole, its electron, or both with \(|f\rangle\). This gives six kinds of path.

(a) Photon first, hole shared. \(|I\rangle=c^\dagger_{m\mathbf k}c_{v\mathbf k}|0\rangle\), element \(v_{mv}(\mathbf k)\), denominator \(\hbar\omega-(\varepsilon_{m\mathbf k}-\varepsilon_{v\mathbf k})\). The phonon term gives \(c^\dagger_{c\mathbf k'}c_{m\mathbf k}c^\dagger_{m\mathbf k}c_{v\mathbf k}|0\rangle=|f\rangle\), since \(c_mc_m^\dagger=1-c_m^\dagger c_m\) and \(m\mathbf k\) is empty. The contribution is \(g_{cm}v_{mv}(\mathbf k)/(\varepsilon_{v\mathbf k}+\hbar\omega-\varepsilon_{m\mathbf k})\), the term of the first sum of \(S_\pm\), for every empty \(m\).

(b) Photon first, electron shared. \(|I\rangle=c^\dagger_{c\mathbf k'}c_{j\mathbf k'}|0\rangle\), a vertical pair at \(\mathbf k'\), with element \(v_{cj}(\mathbf k')\) and denominator \(\hbar\omega-\varepsilon_{c\mathbf k'}+\varepsilon_{j\mathbf k'}\). The phonon then fills the hole from \(v\mathbf k\) through the term \(g_{jv}c^\dagger_{j\mathbf k'}c_{v\mathbf k}\). The sign is found by reordering:

\[
c^\dagger_{j\mathbf k'}c_{v\mathbf k}c^\dagger_{c\mathbf k'}c_{j\mathbf k'}|0\rangle=-c^\dagger_{j\mathbf k'}c^\dagger_{c\mathbf k'}c_{v\mathbf k}c_{j\mathbf k'}|0\rangle=-c^\dagger_{c\mathbf k'}c_{v\mathbf k}\,c^\dagger_{j\mathbf k'}c_{j\mathbf k'}|0\rangle=-|f\rangle .
\]

The first step exchanges \(c_{v\mathbf k}\) and \(c^\dagger_{c\mathbf k'}\) (one minus sign), the second carries \(c^\dagger_{j\mathbf k'}\) past two operators (two minus signs), and the number operator gives 1 on an occupied state. On shell, \(\hbar\omega-\varepsilon_{c\mathbf k'}=-\varepsilon_{v\mathbf k}\mp\hbar\Omega\), so the denominator equals \(-(\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{j\mathbf k'})\). The two minus signs cancel:

\[
\frac{-g_{jv}\,v_{cj}(\mathbf k')}{\hbar\omega-\varepsilon_{c\mathbf k'}+\varepsilon_{j\mathbf k'}}=\frac{v_{cj}(\mathbf k')\,g_{jv}}{\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{j\mathbf k'}} .
\]

This is the term of the second sum of \(S_\pm\) with \(m=j\), for every occupied band at \(\mathbf k'\).

(c) Phonon first, hole shared. \(|I\rangle=c^\dagger_{m\mathbf k'}c_{v\mathbf k}|0\rangle\) with \(m\) empty and \(m\neq c\), element \(g_{mv}\), denominator \(\pm\hbar\Omega-(\varepsilon_{m\mathbf k'}-\varepsilon_{v\mathbf k})\). The light term \(v_{cm}(\mathbf k')c^\dagger_{c\mathbf k'}c_{m\mathbf k'}\) gives \(+|f\rangle\) as in (a). This is the term of the second sum for every empty \(m\ne c\).

(d) Phonon first, electron shared. \(|I\rangle=c^\dagger_{c\mathbf k'}c_{j\mathbf k}|0\rangle\) with \(j\neq v\), element \(g_{cj}\), denominator \(\pm\hbar\Omega-\varepsilon_{c\mathbf k'}+\varepsilon_{j\mathbf k}\). The light term \(v_{jv}(\mathbf k)c^\dagger_{j\mathbf k}c_{v\mathbf k}\) gives \(-|f\rangle\) by the reordering of (b). On shell \(\pm\hbar\Omega-\varepsilon_{c\mathbf k'}=-\varepsilon_{v\mathbf k}-\hbar\omega\), and again the signs cancel:

\[
\frac{-v_{jv}(\mathbf k)\,g_{cj}}{\pm\hbar\Omega-\varepsilon_{c\mathbf k'}+\varepsilon_{j\mathbf k}}=\frac{g_{cj}\,v_{jv}(\mathbf k)}{\varepsilon_{v\mathbf k}+\hbar\omega-\varepsilon_{j\mathbf k}},
\]

the term of the first sum for every occupied \(j\ne v\).

(e) Photon first, diagonal. \(L\) returns \(|0\rangle\) with the element \(T=\sum_{j\mathbf p}v_{jj}(\mathbf p)\), the total velocity of the filled states. The denominator is \(\hbar\omega\), and the phonon creates \(|f\rangle\) with element \(g_{cv}\). The contribution is \(g_{cv}T/\hbar\omega\).

Of the six kinds of path in the filled crystal, (a) to (d) have reproduced terms of \(S_\pm\), and (e) has given \(g_{cv}T/\hbar\omega\). Path (f) remains, and after it the step from the amplitude to the absorption coefficient.

Numbers in the example were calculated in double precision.
